# How strongly does axial heat flow damp a longitudinal silicon bar?

**Question.** A slender silicon bar with free ends vibrates lengthwise in vacuum at 10 MHz and 300 K, in its lowest mode. The bar cools while it is stretched and warms while it is compressed, most strongly at its centre, and heat flows along the axis between the centre and the ends. If this were the only loss, how large would the quality factor be, how would it scale, and how would it compare with the worst case of a bending beam of the same material at the same frequency?

**Answer.** The size follows from comparing two times, the period of the vibration and the time heat needs to cross a wavelength. The strength of the coupling between stress and temperature then sets the scale.

### Stress, temperature and heat

Let \(\sigma\) be the axial stress, positive in tension, \(\varepsilon\) the axial strain and \(\theta\) the small departure from the mean temperature \(T\). The bar is thin compared with the wavelength, so lateral stresses are neglected. With isothermal Young modulus \(E\) and linear expansion coefficient \(\alpha\),

\[
\varepsilon=\frac{\sigma}{E}+\alpha\theta .
\]

The free energy per volume whose natural variables are stress and temperature obeys \(dG=-\varepsilon\,d\sigma-s\,d\theta\), where \(s\) is the entropy per volume. Equality of its mixed second derivatives gives \(\partial s/\partial\sigma=\partial\varepsilon/\partial\theta=\alpha\). If \(C\) is the heat capacity per volume at constant stress, the change of entropy is therefore

\[
s=\frac{C\theta}{T}+\alpha\sigma .
\]

At constant entropy \(\theta=-\alpha T\sigma/C\): tension cools a material with positive \(\alpha\).

Entropy changes because heat is conducted. To first order, with conductivity \(\kappa\), \(T\,\partial s/\partial t=\kappa\,\partial^2\theta/\partial x^2\), or

\[
C\frac{\partial\theta}{\partial t}+\alpha T\frac{\partial\sigma}{\partial t}
=\kappa\frac{\partial^2\theta}{\partial x^2}.
\]

Take all fields proportional to \(\sin(kx)\,e^{-i\omega t}\). Then \(-i\omega C\theta-i\omega\alpha T\sigma=-\kappa k^2\theta\). Collecting \(\theta\) and dividing by \(-i\omega C\) gives

\[
\theta=-\frac{\alpha T\sigma}{C}\,\frac{1}{1+ir},
\qquad r=\frac{Dk^2}{\omega},\qquad D=\frac{\kappa}{C}.
\]

The number \(r\) is the time \(1/\omega\) divided by the diffusion time \(1/(Dk^2)\). Small \(r\) means nearly adiabatic motion, large \(r\) nearly isothermal motion.

### From the lag to the quality factor

Inserting \(\theta\) in the strain gives \(\varepsilon=S\sigma\) with the complex compliance

\[
S=\frac1E\left[1-\frac{\Delta}{1+ir}\right]
=\frac1E\left[1-\frac{\Delta}{1+r^2}+\frac{i\Delta r}{1+r^2}\right],
\qquad \Delta=\frac{E\alpha^2T}{C}.
\]

Write \(S=S'+iS''\). For \(\sigma=\sigma_0\cos\omega t\), the strain is \(\sigma_0(S'\cos\omega t+S''\sin\omega t)\). The work lost per cycle and volume is \(\oint\sigma\,d\varepsilon=\pi S''\sigma_0^2\), and the peak stored energy is \(S'\sigma_0^2/2\). Since \(Q\) is \(2\pi\) times stored energy over energy lost per cycle, \(Q=S'/S''\), and

\[
\frac1Q=\frac{\Delta r}{1+r^2-\Delta}.
\]

A free vibration gives the same \(Q\) at small loss. The equation of motion requires \(\rho\omega^2=k^2/S\), with \(\rho\) the density. For real \(k\) and \(S=S'(1+i/Q)\), this yields \(\omega\simeq\omega_0(1-i/2Q)\), so \(Q=\mathrm{Re}\,\omega/(2|\mathrm{Im}\,\omega|)\).

When \(r\) and \(\Delta\) are both small, \(1/Q\simeq\Delta r\). In the same approximation \(k=\omega/c\) with \(c^2=E/\rho\), so \(r=D\omega/c^2\). Writing out the factors,

\[
\frac1Q\simeq\frac{E\alpha^2T}{C}\cdot\frac{\kappa}{C}\cdot\frac{\omega\rho}{E}
\quad\Longrightarrow\quad
Q\simeq\frac{C^2}{\alpha^2T\kappa\rho\,\omega}.
\]

The modulus cancels. In a stiffer bar the thermal strain is a larger fraction of the elastic strain, so \(\Delta\) is larger, but at a given frequency the wavelength is longer and heat has farther to go.

### The size at 10 MHz

The inputs are rough room-temperature values for silicon, with the bar along \(\langle110\rangle\): \(E=169\) GPa, \(\rho=2330\) kg/m³, specific heat 710 J/(kg K), \(\alpha=2.60\) ppm/K and \(\kappa=148\) W/(m K). The heat capacity per volume is \(C=2330\times710=1.654\times10^6\) J/(m³ K). With \(\omega=6.283\times10^7\) rad/s,

\[
Q=\frac{(1.654\times10^6)^2}
{(2.60\times10^{-6})^2\,(300)(148)(2330)(6.283\times10^7)}
\approx6.2\times10^7 .
\]

The two factors of the loss show where this comes from. The wave speed is 8517 m/s, so half a wavelength, the length of the bar, is 425.8 µm and \(k=7378\) m⁻¹. The diffusion time is 205.4 µs, while \(1/\omega\) is 15.92 ns. Hence

\[
r=\frac{15.92\ \text{ns}}{205.4\ \text{µs}}=7.75\times10^{-5},
\qquad \Delta=2.07\times10^{-4},
\qquad \Delta r=1.61\times10^{-8}.
\]

The coupling is weak, and heat has almost no time to act on it.

As a test, the equations for strain, velocity and temperature were solved together as a finite-difference eigenvalue problem, and \(Q\) was read from the complex frequency. With 2000 cells and ends held at the mean temperature, the result is \(6.228\times10^7\), equal to the formula in all four digits. These digits test the algebra; the material data support one or two.

### How it scales

At fixed material properties and temperature, \(Q\propto1/f\). For the lowest mode \(\omega=\pi c/L\), so \(Q\) grows in proportion to the length \(L\). The cross-section does not enter while the bar remains slender and \(\kappa\) keeps its bulk value. In silicon, phonons with free paths of a micrometre or more carry part of the heat, so in bars only micrometres thick \(\kappa\) is lower and this \(Q\) somewhat higher. With the ends held at the mean temperature, the eigenvalue calculation at 100 MHz gives \(6.228\times10^6\), a tenth of the value at 10 MHz. Insulated ends add the correction \(2\delta/L\) derived below, which grows as \(\sqrt f\) and is about 2.5 % at 100 MHz.

At fixed frequency \(Q\) does not depend on \(E\). Replacing 169 GPa by 130 GPa, and shortening the bar to keep 10 MHz, again gives \(6.228\times10^7\) for ends held at the mean temperature; only the small end correction below changes, from 0.8 % to 0.9 %, because the bar is shorter. At fixed length the result differs: the frequency rises as \(\sqrt E\), so \(Q\) falls as \(1/\sqrt E\).

The expansion coefficient enters squared, once because stress changes the temperature and once because temperature changes the strain. The explicit factor \(1/T\) describes a change of temperature with \(\alpha\), \(\kappa\) and \(C\) held fixed; in a real crystal these change too.

For the pure sine profile, that is, for ends held at the mean temperature, the fall of \(Q\) with frequency would end near \(r=1\), where the full expression gives \(Q\simeq2/\Delta\). The eigenvalue calculation there gives \(9.65\times10^3\). The formal frequency is 129 GHz, at which the wavelength is only about 66 nm. The mean phonon free path estimated below is 42 nm, so Fourier conduction cannot be trusted there. That point belongs to the equations, not to a usable prediction for silicon. With insulated ends the minimum is different. The uniform part of \(\sin kx\) over the bar cannot relax, and the leading term that can, \(\cos 2kx\), carries only \(16/(9\pi^2)\approx0.18\) of its weight, so the minimum lies near \(r=1/4\) with \(Q\approx11/\Delta\).

### What the ends do

The stress \(\sigma_0\sin kx\) vanishes at the free ends \(x=0\) and \(x=L\). The sine profile of temperature therefore fits ends held at the mean temperature. In vacuum, with radiation neglected, the ends are insulated instead, and the temperature gradient must vanish there.

Write \(\theta=-(\alpha T\sigma_0/C)\,g(x)\). The heat equation becomes

\[
Dg''+i\omega g=i\omega\sin kx .
\]

For small \(r\) the interior solution is \(g\simeq\sin kx\). Near an end one adds a solution of the equation without source, \(e^{-(1-i)x/\delta}\), with

\[
\delta=\sqrt{\frac{2D}{\omega}},
\]

because \((1-i)^2/\delta^2=-i\omega/D\). The insulated end at \(x=0\) then requires \(g'\simeq k[1-e^{-(1-i)x/\delta}]\).

Conduction produces entropy at the rate \(\kappa(\partial\theta/\partial x)^2/T^2\) per volume. Multiplied by \(T\), this is the lost power, so the loss is proportional to \(\int|g'|^2dx\). Without end layers the integral is \(k^2L/2\). Each end changes it by

\[
k^2\int_0^\infty\left(e^{-2x/\delta}-2e^{-x/\delta}\cos\frac{x}{\delta}\right)dx
=k^2\left(\frac{\delta}{2}-\delta\right)=-\frac{k^2\delta}{2}.
\]

Two ends reduce the loss by the fraction \(2\delta/L\). To first order \(Q\) rises by the same fraction. Here \(\delta=1.69\) µm, and the correction is 0.79 %. The eigenvalue calculation with insulated ends gives \(6.278\times10^7\), a rise of 0.80 %. Going from 1000 to 2000 cells shifts this \(Q\) by 0.0097 %.

### The bending beam for comparison

In a bent beam of thickness \(h\), one face is stretched while the other is compressed. Heat crosses the thickness, a much shorter path. Let \(y\) be the distance from the mid-plane and let \(\sigma=by\) to leading order in \(\Delta\). With \(\theta=-(\alpha Tb/C)\,g(y)\), and conduction along the beam neglected,

\[
Dg''+i\omega g=i\omega y,\qquad g'(\pm h/2)=0 .
\]

Set \(q=(1-i)/\delta\), so that \(q^2=-i\omega/D\). The odd solution is

\[
g=y-\frac{\sinh qy}{q\cosh(qh/2)} .
\]

Plane cross-sections stay plane, so the strain is \(\chi y\), with \(\chi\) the curvature up to sign. Multiplying \(\varepsilon=\sigma/E+\alpha\theta\) by \(y\) and integrating over the thickness gives

\[
\frac{E\chi}{b}=1-\Delta\,\frac{\int yg\,dy}{\int y^2dy}.
\]

This is the bending compliance relative to its isothermal value, so to first order in \(\Delta\) the loss \(1/Q\) is its imaginary part. Integration by parts gives

\[
\int_{-h/2}^{h/2}y\sinh qy\,dy=\frac{h\cosh(qh/2)}{q}-\frac{2\sinh(qh/2)}{q^2},
\]

and \(\int y^2dy=h^3/12\). With \(z=qh\),

\[
\frac{\int yg\,dy}{\int y^2dy}=1-\frac{12}{z^2}+\frac{24}{z^3}\tanh\frac z2 .
\]

Let \(\xi=h/\delta\), so \(z=(1-i)\xi\), \(z^2=-2i\xi^2\) and \(z^3=-2(1+i)\xi^3\). The second term is then \(-6i/\xi^2\), and the prefactor of the third is \(-6(1-i)/\xi^3\). Using

\[
\tanh\frac{(1-i)\xi}{2}=\frac{\sinh\xi-i\sin\xi}{\cosh\xi+\cos\xi},
\]

the imaginary part, with its sign reversed, gives

\[
\frac1Q=\Delta\left[\frac{6}{\xi^2}-\frac{6}{\xi^3}\,
\frac{\sinh\xi+\sin\xi}{\cosh\xi+\cos\xi}\right].
\]

For a thick beam the loss tends to \(6\Delta/\xi^2\), since heat cannot cross in time. For a thin beam, expanding the hyperbolic tangent leaves \(z^2/10\) as the first surviving term, and the loss tends to \(\Delta\xi^2/5\), since the temperature evens out almost at once. Between these limits the bracket peaks at 0.494, at \(\xi=2.225\). A separate finite-difference solution of the heat equation across the thickness gives the same peak, 0.4942.

The smallest flexural quality factor is therefore

\[
Q_{\min}=\frac{1}{0.4942\times2.072\times10^{-4}}\approx9.8\times10^3 .
\]

At 10 MHz, with the bulk conductivity, it occurs for a thickness \(2.225\,\delta\), about 3.8 µm. The lower conductivity of so thin a beam would make this thickness somewhat smaller. For the same material, temperature and frequency, the longitudinal value is higher by

\[
\frac{Q}{Q_{\min}}=\frac{0.494}{r}\approx6400 .
\]

The coupling \(\Delta\) cancels in this ratio. The contrast comes from geometry. Since \(r=(k\delta)^2/2\), it compares the thermal depth of 1.69 µm with \(1/k\), which is about 136 µm. The beam at its minimum has a thickness matched to the thermal depth, while the longitudinal wave is far too long for such a match.

### What a real bar would reach

The example resembles a micromachined silicon resonator: a bar some hundreds of micrometres long, here 10 µm wide and thick, held by small tethers at its centre. Changing the data to 2.7 ppm/K and 155 W/(m K) lowers the axial estimate to \(5.5\times10^7\); 2.5 ppm/K and 140 W/(m K) raise it to \(7.1\times10^7\). The neglected losses matter far more than this spread.

**Tethers.** At the centre the temperature swing is largest, while a tether, taken as unstressed, has none of its own. At a plane contact the two sides meet halfway: \(g=1-\tfrac12e^{-(1-i)|x|/\delta}\) in the bar and \(g=\tfrac12e^{-(1-i)|x|/\delta}\) in the tether. Each side has \(|g'|^2=e^{-2|x|/\delta}/(2\delta^2)\), and the two together give \(\int|g'|^2dx=1/(2\delta)\). For total contact area \(A_t\) and bar cross-section \(A\), the added loss relative to the axial loss is

\[
\frac{A_t/(2\delta)}{Ak^2L/2}=\frac{A_t}{A\,\delta k^2L}.
\]

Two tethers 2 µm wide and 10 µm thick have \(A_t=40\) µm², against \(A=100\) µm². The ratio is 10.2, and the thermoelastic \(Q\) drops to about \(5.5\times10^6\). The tether width is close to \(\delta\), so heat also spreads sideways in the bar, which raises the loss, while strain in the root of the tether lowers it. The plane estimate therefore gives only the order of magnitude.

**Akhiezer damping.** Strain shifts the frequencies of different phonon groups by different relative amounts. Their effective temperatures separate, then relax together in a time \(\tau\). If \(\gamma\) is the spread of the Grüneisen parameters, the energy involved is of order \(CT\gamma^2\varepsilon^2\) per volume, against an elastic energy of order \(\rho c^2\varepsilon^2\). For \(\omega\tau\ll1\),

\[
\frac1{Q_A}\sim\frac{\gamma^2CT}{\rho c^2}\,\omega\tau,
\qquad \tau\simeq\frac{3\kappa}{Cv^2}.
\]

A rough mean sound speed \(v=6400\) m/s gives \(\tau=6.6\) ps and a free path \(v\tau=42\) nm. These are averages over all phonons; those that carry most of the heat travel farther. Then \(Q_A\) is about \(3.3\times10^6\) for \(\gamma=0.5\) and \(8.3\times10^5\) for \(\gamma=1\). This loss has the same frequency dependence as the axial one, so in this estimate a lower frequency at the same temperature does not change their order.

**Lateral heat flow.** Poisson contraction gives the bar a sideways acceleration, which needs a lateral stress of relative size \(\nu(kw)^2/8\), with \(\nu\) the Poisson ratio and \(w\) the width. The accompanying warping of the cross-section changes the axial strain by a similar fraction. Adding both effects for both lateral directions gives an unevenness \(\eta=\nu(kw)^2/2\). Even if its heat flow had the largest Debye loss, \(\Delta\eta^2/2\), the ratio to the axial loss would be \(\eta^2/(2r)\), or 0.43 % for \(\nu=0.3\). This is an estimate far on the high side, not a strict bound: the two effects enter the sum of the normal stresses, which sets the temperature, with opposite signs and cancel to first order in \(\nu\), so the true unevenness is of order \(\nu^2(kw)^2\) and the lateral loss much smaller still.

If the axial, tether and Akhiezer losses simply add, the total \(Q\) lies between roughly \(7\times10^5\) and \(2\times10^6\) for the two values of \(\gamma\). Sound radiated into the supports, gas and surface losses would lower it further. The value near \(6\times10^7\) is thus the ceiling set by axial heat flow alone, and other mechanisms are expected to limit a real bar first.

## Computed results

```
INPUTS (rough typical silicon values)
temperature                          300 K
Young modulus along <110>            169 GPa
density                              2330 kg/m3
specific heat                        710 J/(kg K)
linear expansion                     2.60 ppm/K
heat conductivity                    148 W/(m K)
frequency                            10 MHz
bar width and thickness              10 um
LONGITUDINAL MODE
heat capacity per volume C           1.6543e+06 J/(m3 K)
heat diffusivity D                   0.895 cm2/s
angular frequency                    6.2832e+07 rad/s
bar wave speed                       8517 m/s
bar length (half wavelength)         425.8 um
wavenumber k                         7377.6 1/m
axial thermal time 1/(D k^2)         205.4 us
time 1/omega                         15.92 ns
ratio r = D k^2/omega                7.750e-05
relaxation strength Delta            2.072e-04
Q from axial heat flow, formula      6.228e+07
Q, eigenvalue, isothermal ends       6.228e+07
Q, eigenvalue, insulated ends        6.278e+07
end correction 2 delta/L             0.79 %
end correction from eigenvalues      0.80 %
shift of Q, 1000 to 2000 cells       0.0097 %
Q for E = 130 GPa, same frequency   6.228e+07
Q at 100 MHz, eigenvalue           6.228e+06
formal frequency of r = 1            129 GHz
Q at r = 1, eigenvalue               9.652e+03
BENDING BEAM AT ITS MINIMUM, SAME FREQUENCY
xi at the loss peak                  2.225
peak loss / Delta                    0.4942
peak loss / Delta, heat equation     0.4942
smallest flexural Q                  9.767e+03
beam thickness                       3.75 um
beam length (free-free)              57.3 um
longitudinal Q / flexural minimum    6377
NEGLECTED EFFECTS (estimates)
Q for 2.7 ppm/K and 155 W/(m K)      5.51e+07
Q for 2.5 ppm/K and 140 W/(m K)      7.12e+07
lateral heat-flow loss, ceiling      0.43 % of axial
phonon relaxation time               6.6 ps
mean phonon free path                42 nm
thermal depth delta                  1.69 um
Akhiezer Q, Grueneisen spread 0.5    3.3e+06
Akhiezer Q, Grueneisen spread 1.0    8.3e+05
width of each of two tethers         2 um
contact integral times delta         0.5000 (theory 1/2)
tether heat-leak loss / axial loss   10.2
thermoelastic Q with tether leak     5.5e+06
```
